# Why stress along silicon [110] splits the in-plane optical phonons

Take silicon with its Raman phonon at 520 cm⁻¹ and compress it by 1 GPa along [110]. With the elastic constants used below, the normal strains along the cubic axes $x=[100]$ and $y=[010]$ are equal: both are $-2.768\times10^{-3}$. Yet the two optical phonons that vibrate in the $xy$ plane shift by different amounts, $+2.81$ and $+0.54$ cm⁻¹. If $x$ and $y$ are strained alike, what tells the two phonons apart?

## The claim and its counter-example

The claim to be refuted is this: "stress along [110] gives $\varepsilon_{xx}=\varepsilon_{yy}$, so the two in-plane optical phonons stay degenerate." The premise is true and the conclusion false, because equal normal strains do not exhaust the strain.

**Conventions.** Tension is positive. The strain $\varepsilon_{ij}$ is the symmetric tensor, so $\varepsilon_{xy}$ is half the engineering shear. Frequencies are wavenumbers in cm⁻¹. In the unstrained crystal the three zone-centre optical phonons share the frequency $\omega_0$. Under small strain their squared frequencies are $\omega_0^2+\lambda$, where $\lambda$ is an eigenvalue of a matrix $M$ with

$$M_{xx}=p\,\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz}),\qquad M_{xy}=2r\,\varepsilon_{xy},$$

and the cyclic counterparts. This form is proved below. The constants $p,q,r$ have the unit of $\omega_0^2$; a tilde means division by $\omega_0^2$.

The inputs are rough typical values for silicon: $\tilde p=-1.8$, $\tilde q=-2.3$, $\tilde r=-0.7$, and stiffnesses $C_{11}=166$, $C_{12}=64$, $C_{44}=80$ GPa.

**Compliances.** Equal strain on all three axes obeys $\sigma=(C_{11}+2C_{12})\varepsilon$, and a difference of normal strains obeys $\sigma_{xx}-\sigma_{yy}=(C_{11}-C_{12})(\varepsilon_{xx}-\varepsilon_{yy})$. Hence

$$S_{11}+2S_{12}=\frac1{294\ \text{GPa}},\qquad S_{11}-S_{12}=\frac1{102\ \text{GPa}},\qquad S_{44}=\frac1{80\ \text{GPa}},$$

so that $S_{11}=7.670$, $S_{12}=-2.134$ and $S_{44}=12.500$ in units of $10^{-3}$ GPa⁻¹.

**Stress.** A uniaxial stress $\sigma$ along the unit vector $\mathbf n=(1,1,0)/\sqrt2$ is $\sigma_{ij}=\sigma n_in_j$. Therefore

$$\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\frac{\sigma}{2},$$

and the other components vanish. The shear stress in the cubic axes is as large as the normal stresses.

**Strain.** Hooke's law for a cubic crystal reads $\varepsilon_{xx}=S_{11}\sigma_{xx}+S_{12}(\sigma_{yy}+\sigma_{zz})$ and $2\varepsilon_{xy}=S_{44}\sigma_{xy}$. It gives

$$\varepsilon_{xx}=\varepsilon_{yy}=\frac{(S_{11}+S_{12})\sigma}{2},\qquad \varepsilon_{zz}=S_{12}\sigma,\qquad \varepsilon_{xy}=\frac{S_{44}\sigma}{4}.$$

One factor of 2 in the last result comes from $\sigma_{xy}=\sigma/2$, the other from the tensor definition of shear. For $\sigma=-1$ GPa the strains are $-2.768$, $+2.134$ and $-3.125$, in units of $10^{-3}$. The omitted component is the largest of the three in magnitude.

**Phonons.** Since $\varepsilon_{xz}=\varepsilon_{yz}=0$, the $z$ vibration decouples. The in-plane block has equal diagonal elements $A$ and off-diagonal element $B$:

$$\frac{A}{\omega_0^2}=\big[(-1.8)(-2.768)+(-2.3)(-2.768+2.134)\big]\times10^{-3}\approx6.44\times10^{-3},$$

$$\frac{B}{\omega_0^2}=2(-0.7)(-3.125)\times10^{-3}=4.375\times10^{-3}.$$

Acting on $(1,1)$, the block returns $(A+B)(1,1)$; acting on $(1,-1)$, it returns $(A-B)(1,-1)$. The phonons are thus polarised along $[110]$ and $[1\bar10]$. For $|\lambda|\ll\omega_0^2$, $\sqrt{\omega_0^2+\lambda}-\omega_0\approx\lambda/(2\omega_0)$, so

$$\Delta\omega_{[110]}=\frac{520}{2}(6.439+4.375)\times10^{-3}=+2.81\ \text{cm}^{-1},$$

$$\Delta\omega_{[1\bar10]}=\frac{520}{2}(6.439-4.375)\times10^{-3}=+0.54\ \text{cm}^{-1}.$$

The splitting is $+2.28$ cm⁻¹, or $0.282$ meV. The third phonon, along [001], has $\lambda=p\varepsilon_{zz}+2q\varepsilon_{xx}$, which is $8.89\times10^{-3}\omega_0^2$, and shifts by $+2.31$ cm⁻¹.

If $\varepsilon_{xy}$ is dropped, $B=0$ and both in-plane phonons appear at $+1.67$ cm⁻¹, the mean of the true pair. The error carries over to stress. Someone who measures the [110] phonon and divides its shift by $1.67$ cm⁻¹ per GPa infers a compression of about 1.7 GPa instead of 1 GPa; from the $[1\bar10]$ phonon the same procedure gives about 0.3 GPa.

Geometry shows what was lost. Without shear, equal $\varepsilon_{xx}$ and $\varepsilon_{yy}$ keep the square face of the cubic cell a square. The shear makes it a rhombus, whose diagonals lie along $[110]$ and $[1\bar10]$ and differ in length. The square has a symmetry operation that carries $x$ into $y$ and $y$ into $-x$, and this forces degeneracy. The rhombus has none.

## The correct statement

Let a diamond-structure crystal carry small stresses $\sigma_\parallel$ along $[110]$ and $\sigma_\perp$ along $[1\bar10]$. To first order in stress, its in-plane zone-centre optical phonons are polarised along these directions, and

$$\boxed{\;\omega_{[110]}-\omega_{[1\bar10]}=\frac{r\,S_{44}\,(\sigma_\parallel-\sigma_\perp)}{2\omega_0}\;}$$

For uniaxial stress the magnitude is $|r|S_{44}|\sigma|/(2\omega_0)$.

## Proof

**Equation of motion.** Let $\mathbf u$ be the displacement of one sublattice relative to the other, measured from its equilibrium in the strained crystal, and $\mu$ the reduced mass of the two atoms. The harmonic energy per cell is $\tfrac12\mu\,u_iK_{ij}u_j$, so $\ddot u_i=-K_{ij}u_j$ and the eigenvalues of $K$ are the squared frequencies. The two atoms are equivalent by inversion, so $\mathbf u$ produces no dipole to first order, and no electric field separates longitudinal from transverse modes.

**Symmetry.** To first order in strain,

$$K_{ij}=K^{(0)}_{ij}+\sum_{kl}M_{ijkl}\,\varepsilon_{kl}.$$

The symmetry operations about an atomic site include half-turns about $x$, $y$ and $z$. A half-turn about $z$ reverses $x$ and $y$, so a nonzero coefficient must contain an even total number of indices $x$ and $y$. The other half-turns give the same rule for the other pairs. The numbers of $x$, $y$ and $z$ indices are therefore all even or all odd.

- $K^{(0)}_{ij}$ has two indices, so they must be equal. Threefold rotations permute the axes, and $K^{(0)}_{ij}=\omega_0^2\delta_{ij}$.
- $M_{ijkl}$ has four indices. Three odd numbers have an odd sum, so all three counts are even. The surviving types are $M_{xxxx}=p$, $M_{xxyy}=q$ and $M_{xyxy}=r$. The threefold rotations and the mirror exchanging $x$ and $y$ make all coefficients of one type equal.

In $K_{xy}$ the strain enters twice, as $\varepsilon_{xy}$ and as $\varepsilon_{yx}$, which gives $2r\varepsilon_{xy}$. This is the matrix $M$ used above.

**Splitting.** The in-plane stress is $\sigma_\parallel\mathbf n\mathbf n^T+\sigma_\perp\mathbf m\mathbf m^T$ with $\mathbf m=(1,-1,0)/\sqrt2$. Its components are

$$\sigma_{xx}=\sigma_{yy}=\frac{\sigma_\parallel+\sigma_\perp}{2},\qquad \sigma_{xy}=\frac{\sigma_\parallel-\sigma_\perp}{2}.$$

The block again has equal diagonal elements $A$, with

$$B=2r\varepsilon_{xy}=rS_{44}\sigma_{xy}=\frac{rS_{44}(\sigma_\parallel-\sigma_\perp)}{2}.$$

The squared frequencies differ by $(A+B)-(A-B)=2B$. Since $a^2-b^2=(a-b)(a+b)$,

$$\omega_{[110]}-\omega_{[1\bar10]}=\frac{rS_{44}(\sigma_\parallel-\sigma_\perp)}{\omega_{[110]}+\omega_{[1\bar10]}}.$$

Replacing the denominator by $2\omega_0$ changes the result in second order and completes the proof. In the example, keeping the full square roots gives 2.268 instead of 2.275 cm⁻¹, a change of 0.3%.

**Limits.** Equal biaxial stress, $\sigma_\perp=\sigma_\parallel$, leaves the pair degenerate. With $\sigma_\perp=-\sigma_\parallel$ the splitting is twice the uniaxial one.

**Other directions in the plane.** For uniaxial stress at angle $\theta$ from [100], $\sigma_{xx}-\sigma_{yy}=\sigma\cos2\theta$ and $\sigma_{xy}=\tfrac12\sigma\sin2\theta$. The diagonal elements now differ by $(p-q)(S_{11}-S_{12})\sigma\cos2\theta$, and twice the off-diagonal element is $rS_{44}\sigma\sin2\theta$. The eigenvalues of a symmetric $2\times2$ matrix differ by the root of the sum of the squares of these two quantities:

$$|\Delta\omega|=\frac{|\sigma|}{2\omega_0}\sqrt{(p-q)^2(S_{11}-S_{12})^2\cos^22\theta+r^2S_{44}^2\sin^22\theta}.$$

At $\theta=0$ the normal strains do all the splitting; at $\theta=45^\circ$ the shear does.

## Two faulty repairs

One may try to avoid the shear by using principal axes. The principal strains satisfy $\varepsilon_\parallel-\varepsilon_\perp=2\varepsilon_{xy}=S_{44}\sigma/2$. Putting them into the diagonal formula with the same $p$ and $q$ gives $(p-q)S_{44}\sigma/(4\omega_0)$, which is $-0.81$ cm⁻¹ in the example: wrong in size and in sign.

The fault is that $p$ and $q$ belong to the cubic axes. A strain $\varepsilon_\parallel$ alone has $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_{xy}=\varepsilon_\parallel/2$ and contributes $A+B=[(p+q)/2+r]\varepsilon_\parallel$ to the [110] phonon. A strain $\varepsilon_\perp$ alone has the opposite sign of $\varepsilon_{xy}$ and contributes $[(p+q)/2-r]\varepsilon_\perp$. The constants in rotated axes are thus

$$p'=\frac{p+q}{2}+r,\qquad q'=\frac{p+q}{2}-r,\qquad p'-q'=2r.$$

With them, $(p'-q')(\varepsilon_\parallel-\varepsilon_\perp)=rS_{44}\sigma$, as it must be. The uncorrected constants would serve if $p-q=2r$; here $\tilde p-\tilde q=0.5$ and $2\tilde r=-1.4$.

The second faulty repair restores the shear but inserts the engineering value $2\varepsilon_{xy}$ for $\varepsilon_{xy}$. This doubles the splitting to 4.55 cm⁻¹.

## A microscopic crystal

The formula can be confronted with a crystal described by an interatomic potential, in which no secular matrix is assumed. For the Stillinger–Weber model of silicon, $\tilde r=0.199$ was extracted from a load along [111], and $S_{44}=17.715\times10^{-3}$ GPa⁻¹ from the curvature of the energy. Their product predicts a difference of squared frequencies of $3.5214\times10^{-3}\omega_0^2$ per GPa along [110]. Relaxing the crystal under that load and differentiating its energy gives the same figure to the digits shown. At 0.05 GPa the in-plane gap is $1.75\times10^{-4}\omega_0^2$; with the shear and the sublattice shift it drives removed, the computed gap is zero.

The model's $r$ is positive, opposite to the value adopted for silicon, so symmetry fixes the form of the splitting but not its sign. The model also shows how delicate $r$ can be. A shear $\varepsilon_{xy}$ pushes the sublattices apart along $z$, and a cubic energy term $u_xu_yu_z$ turns that shift into an extra coupling of $u_x$ and $u_y$. With the sublattices clamped, the model has $\tilde r=-1.264$; relaxation reverses the sign. The $r$ in the boxed formula is the relaxed one.

## What a Raman measurement sees

The change of polarisability is $\alpha_{ij}=\sum_kR_{ijk}u_k$. With three indices, the parity rule requires one each of $x,y,z$, and the site symmetry makes these coefficients equal, say to $d$. Thus $\alpha_{xy}=d\,u_z$, $\alpha_{yz}=d\,u_x$ and $\alpha_{xz}=d\,u_y$.

In normal backscattering from a (001) surface both light fields lie in the plane, so $\alpha_{xy}=d\,u_z$ alone contributes. The single peak is the [001] phonon, at $+2.31$ cm⁻¹ in the example. The in-plane pair does not appear in this spectrum, so its splitting cannot be read from it.

With one field along [110] and the other along [001], as on a $(1\bar10)$ side face, the amplitude is $(\alpha_{xz}+\alpha_{yz})/\sqrt2=d(u_x+u_y)/\sqrt2$, which selects the [110] phonon. With fields along $[1\bar10]$ and [001], as on a (110) end face, it is $d(u_y-u_x)/\sqrt2$, which selects the other. A free end face, however, carries no normal stress, so near it the uniaxial load has vanished. Oblique light on the (001) surface, which has a field component along [001], is an alternative, with a weak signal because refraction bends the light towards the normal. A $(1\bar11)$ side face, which is parallel to the load, nearly separates the pair. Fields along [110] and $[1\bar1\bar2]$ give the [110] phonon alone, with strength $\tfrac23d^2$; both fields along $[1\bar1\bar2]$ give the $[1\bar10]$ phonon with $\tfrac89d^2$ and an admixture of the [001] phonon with $\tfrac19d^2$.

## Beside a real device

The example is set in the regime of a strained p-channel transistor, where compression along [110] of the order of 1 GPa is a rough typical value. The result is proportional to $r$, so a 10% error in this rough input moves the splitting by 10%. The $[1\bar10]$ shift, being the difference $A-B$, is more sensitive: the same error moves it by about 0.11 cm⁻¹, some 21%. Real channels break the assumption of uniaxial stress: a transverse stress of the same sign and 10% of the size lowers the splitting to 2.05 cm⁻¹. Nonlinear response may matter as much. In the model crystal, with the load counted per unit of original area, it raises the splitting at this compression by 11.6% relative to the linear law. Neither the size nor the sign of that percentage should be carried over to silicon: the model's linear $r$ is a small remainder of two larger terms, and a small linear term enlarges any relative correction.

Smaller effects are these:

- **Wavevector.** For 532 nm light the phonon wavevector is 0.0085 of $2\pi/a$, with $a$ the lattice constant. A rough cosine interpolation to the zone edge lowers the frequency by about 0.02 cm⁻¹. This is an order of magnitude only: the interpolation is flat at the zone edge, while the longitudinal optical branch along [001] meets the acoustic one there with a slope.
- **Holes.** If a displacement $u$ splits two hole levels by $\pm Du$, the free energy per hole is $-k_BT\ln[2\cosh(Du/k_BT)]$, with curvature $-D^2/k_BT$ at $u=0$. With $n$ holes per two-atom cell this adds $-nD^2/k_BT$ to the spring constant $\mu\omega_0^2$ (here $\omega_0$ is the angular frequency), so the relative frequency shift is $-nD^2/(2k_BT\,\mu\omega_0^2)$. Putting $D=d_0/a$ with the rough value $d_0=30$ eV, and $10^{17}$ holes per cm³ at 300 K, gives a softening of roughly 0.1 cm⁻¹. This choice of $D$ is generous: in the usual convention $d_0u/a$ is the full splitting of the fourfold valence-band top, so $D=d_0/(2a)$ and the figure falls fourfold, to about 0.02 cm⁻¹. The estimate takes the two levels as degenerate at $u=0$, although the holes' motion and the applied stress both split them, which weakens the softening. It also assumes that the hole populations follow the vibration. The phonon energy exceeds $k_BT$, which makes this doubtful, so 0.1 cm⁻¹ is an upper bound, which the true shift may undercut by more than an order of magnitude. The estimate does not apply to heavily doped regions or to the inversion layer of a conducting channel, where hole densities are of order $10^{19}$ cm⁻³ or more.
- **Heating.** A rise of 10 K shifts all three phonons by about $-0.2$ cm⁻¹. This common shift drops out of the splitting, provided both phonons are measured at the same temperature; a temperature dependence of $r$ and $S_{44}$ is not considered here.

The splitting is 0.76 of a rough linewidth of 3 cm⁻¹. The two lines therefore overlap strongly, and the splitting is better obtained from peak positions in two settings that each select one phonon than from the shape of their sum. On the (001), $(1\bar10)$ and (110) faces at normal incidence a change of polarisation alone cannot do this, since none of them shows both in-plane phonons. The remaining figures are in the numerical output below.

## Computed values

```
MODEL CRYSTAL (Stillinger-Weber), test of structure
optical frequency w0: 594.8 1/cm
p, q, r over w0^2: -1.850, -1.470, 0.199
r over w0^2 with sublattices clamped: -1.264
S11, S12, S44: 9.984, -3.349, 17.715 1/TPa
[110] load, split of w^2/w0^2, direct: 3.5214 1e-3/GPa
same from r*S44: 3.5214 1e-3/GPa
pair gap at 0.05 GPa, shear kept: 1.750e-04 w0^2
pair gap, shear removed: 0.0e+00 w0^2
constants allowed by cubic symmetry: 3
RAMAN STRENGTH for phonons [110], [1-10], [001] (relative)
(001) face, summed in-plane polarisations: 0.00, 0.00, 2.00
(1-10) face, crossed [110]/[001]: 1.00, 0.00, 0.00
(110) face, crossed [1-10]/[001]: 0.00, 1.00, 0.00
EXAMPLE: silicon, rough typical inputs
w0: 520 1/cm; stress along [110]: -1.0 GPa
p, q, r over w0^2: -1.8, -2.3, -0.7
C11, C12, C44: 166, 64, 80 GPa
S11, S12, S44: 7.670, -2.134, 12.500 1/TPa
strain exx = eyy: -2.768 1e-3
strain ezz: 2.134 1e-3
tensor shear exy: -3.125 1e-3
in-plane diagonal A/w0^2: 6.439 1e-3
in-plane off-diagonal B/w0^2: 4.375 1e-3
[001] level/w0^2: 8.890 1e-3
shift of [110] phonon: +2.812 1/cm
shift of [1-10] phonon: +0.537 1/cm
shift of [001] phonon: +2.311 1/cm
splitting [110] minus [1-10]: +2.275 1/cm = +0.2821 meV
shear omitted: both in-plane shifts +1.674 1/cm
principal strains in diagonal formula: split -0.812 1/cm
engineering shear used as exy: split +4.550 1/cm
NEGLECTED EFFECTS
splitting with full square roots: +2.2677 1/cm
nonlinear change of splitting, model crystal: +11.6 %
10% transverse stress: splitting +2.047 1/cm
laser 532 nm, index 4.15, a 0.543 nm (rough)
Raman wavevector over 2pi/a: 0.0085
rough zone-edge frequency: 410 1/cm
wavevector lowers frequency by about 0.019 1/cm
holes 1e+17 1/cm3, d0 30 eV, 300 K (rough)
static hole shift, order of magnitude: -0.09 1/cm
heating 10 K at -0.02 1/cm/K (rough): -0.20 1/cm
rough linewidth 3 1/cm; splitting/linewidth: 0.76
```
